# When Shrinking Grains Make Solid Precursor Delivery Drift

Take a tray of equal solid spheres, all exposed to a gas so well swept that no evaporated molecule returns. Temperature is fixed, so each square centimetre of solid releases vapour at a fixed rate. The number of spheres is fixed too, and each keeps its shape. Mass varies as \(r^3\) and area as \(r^2\), where \(r\) is the radius, so

\[
\frac{A}{A_0}=\left(\frac{m}{m_0}\right)^{2/3}.
\]

Here \(A\) is the total grain area, \(m\) the remaining mass, and the subscript 0 marks the start. At half mass the area, and with it the delivery, has fallen to 0.63 of its first value. The vapour pressure has not changed. It sets the release per unit area, and there is less area.

The time course is equally simple. The mass obeys \(dm/dt=-Km^{2/3}\) with constant \(K\). Dividing by \(3m^{2/3}\) gives \(d(m^{1/3})/dt=-K/3\). The radius therefore falls linearly in time, and the delivery falls as the square of the remaining fraction of the lifetime.

An ampoule in a deposition tool differs in one respect: molecules do return. If the carrier gas leaves saturated, extra area adds nothing to the delivery, and lost area takes nothing away. The two-thirds law for area is then still true, but it is not a law for delivery. What follows finds how much of the area loss reaches the outlet.

## Four resistances in series

Let \(c_s\) be the vapour concentration in equilibrium with the solid. For an ideal gas \(c_s=p_s/(R_gT)\), where \(p_s\) is the vapour pressure and \(R_g\) the gas constant. Let \(n\) be the delivery in moles per second. I assume a thin layer of \(N\) equal, exposed spheres, dilute vapour, a well-mixed headspace, and gas that adjusts much faster than the grains shrink. The same \(n\) then passes through four stages.

**Release from the surface.** The velocity component of a molecule towards a wall has a Gaussian distribution with variance \(u^2=R_gT/M\), where \(M\) is the molar mass. The one-way flux per unit concentration is

\[
\int_0^\infty v\,\frac{e^{-v^2/2u^2}}{\sqrt{2\pi}\,u}\,dv
=\frac{u}{\sqrt{2\pi}}=\sqrt{\frac{R_gT}{2\pi M}} .
\]

Let a fraction \(\alpha\) of arriving molecules stick. In equilibrium, release must balance capture, so the solid releases \(\alpha c_s\) times this speed. I take the release to be the same out of equilibrium. If the gas touching the grains has concentration \(c_a\), the net rate is

\[
n=k_sA(c_s-c_a),\qquad k_s=\alpha\sqrt{\frac{R_gT}{2\pi M}} .
\]

Hence \(c_s-c_a=nR_{\rm surf}\), with \(R_{\rm surf}=1/(k_sA)\propto r^{-2}\).

**Diffusion away from each grain.** In steady state the flow through every sphere of radius \(x\) around a grain is the same, \(n/N=-4\pi x^2D\,dc/dx\), where \(D\) is the diffusivity. Integrating from \(x=r\) to far away, where the concentration is \(c_g\), gives

\[
c_a-c_g=\frac{n}{4\pi ND}\int_r^\infty\frac{dx}{x^2}
=nR_{\rm film},\qquad R_{\rm film}=\frac{1}{4\pi NDr}.
\]

This resistance grows as \(r^{-1}\), not \(r^{-2}\): a smaller sphere has less area but a steeper concentration gradient. The formula holds for grains open to gas on all sides and far apart compared with their size; a lone sphere resting on an impermeable tray passes only \(\ln 2=0.69\) of this flow. On a crowded tray their diffusion fields overlap and it is only a rough estimate, but in the example below this term is small.

**Diffusion from the tray to the moving gas.** Across a still layer of thickness \(H\) above a tray of area \(A_t\), \(n=DA_t(c_g-c_h)/H\), where \(c_h\) is the headspace concentration. Thus \(R_{\rm tray}=H/(DA_t)\), which does not depend on the grains.

**Removal by the carrier.** Clean carrier enters, and gas of concentration \(c_h\) leaves at volume flow \(Q\). Thus \(n=Qc_h\), and \(R_{\rm flow}=1/Q\).

Adding the four concentration drops cancels \(c_a\), \(c_g\) and \(c_h\):

\[
n=\frac{c_s}{R_{\rm tot}},\qquad
R_{\rm tot}=R_{\rm flow}+R_{\rm tray}+R_{\rm film}+R_{\rm surf}.
\]

A fixed vapour pressure fixes the numerator. The drift comes from the denominator.

## The drift exponent

Define the local exponent \(p=d\ln n/d\ln m\). If \(p=0.4\), losing 1% of the remaining mass costs about 0.4% of the delivery. Since \(r\propto m^{1/3}\), we have \(R_{\rm surf}\propto m^{-2/3}\) and \(R_{\rm film}\propto m^{-1/3}\). At constant \(c_s\),

\[
p=-\frac{1}{R_{\rm tot}}\frac{dR_{\rm tot}}{d\ln m}
=\frac{2R_{\rm surf}+R_{\rm film}}{3R_{\rm tot}} .
\]

The limits follow at once. Surface control gives \(p=2/3\). Control by diffusion around separate grains gives \(p=1/3\). Control by the tray layer or by the carrier gives \(p=0\); in the carrier case the gas leaves saturated.

For equal grains, the exponent cannot fall as the charge is used up. To see this, write \(p=\sum_i w_ie_i\), where \(w_i=R_i/R_{\rm tot}\) is the share of each resistance and \(e_i\) is 0, 0, 1/3 or 2/3. Because \(R_i\propto m^{-e_i}\), \(dw_i/d\ln m=w_i(p-e_i)\), and so

\[
\frac{dp}{d\ln m}=\sum_i e_iw_i(p-e_i)
=p^2-\sum_iw_ie_i^2\le 0 .
\]

The right side is minus the variance of the \(e_i\). As \(m\) falls, \(p\) rises: the surface takes a growing share of the total resistance. An ampoule that looks steady when full can drift strongly near its end.

## A charge of hafnium tetrachloride

Hafnium tetrachloride is a solid precursor for hafnium oxide films. Take 10 g of it as grains of radius 250 µm at 450 K. I use a vapour pressure of 0.5 Torr, a density of 3.9 g/cm³ and a diffusivity of 8 cm²/s in nitrogen at 10 Torr. The vapour pressure is a low choice: extrapolating from the sublimation point near 590 K gives about 1 to 1.5 Torr at 450 K. At 1.4 Torr every delivery in this section would be 2.8 times larger and every emptying time 2.8 times shorter, while the delivery ratios and exponents at fixed temperature do not depend on \(c_s\). The diffusivity is also rough, but a value half as large again would change the half-mass delivery ratio found below by less than 0.01. The molar mass is about 320 g/mol. The trays have 200 cm² of area under a 5 mm gas layer. The grains' projected area is 0.38 of the tray area, so they fit in one layer.

For the evaporation coefficient I choose \(\alpha=10^{-4}\). This represents a strongly hindered surface; it is not a measured property of the chloride. The opposite case, \(\alpha=1\), comes below.

The starting area is \(3m_0/(\rho r_0)=308\) cm², with \(\rho\) the density. The one-way molecular speed is 43.1 m/s, so \(k_s=0.431\) cm/s. A carrier flow of 100 sccm, counted at 0 °C and 1 atm, becomes 209 cm³/s at 450 K and 10 Torr. In ms/cm³, the starting resistances are

- flow: \(1/Q=4.79\);
- tray: \(H/(DA_t)=0.31\);
- film, with \(N=3.92\times10^4\) grains: 0.010;
- surface: \(1/(k_sA_0)=7.54\).

Their sum is 12.65 ms/cm³. With \(c_s=0.0178\) mol/m³, the delivery is 27.1 mg/min. The carrier leaves at \(4.79/12.65=0.38\) of saturation, and

\[
p_0=\frac{2(7.54)+0.010}{3(12.65)}=0.40 .
\]

At half mass the surface resistance is \(7.54/0.63=11.97\) ms/cm³ and the total is 17.1 ms/cm³. Delivery has dropped to about 20 mg/min, a ratio of 0.74. That is a milder fall than the 0.63 of the area, because the other resistances have hardly changed. At one-tenth mass the delivery is 8.5 mg/min, or 0.32 of the start. The exponent has risen from 0.40 through 0.47 to 0.58.

The time follows from the mass balance \(dm/dt=-Mn\). Put \(y=r/r_0\), so that \(m=m_0y^3\) and \(dm=3m_0y^2\,dy\). Then

\[
dt=-\frac{3m_0y^2}{Mc_s}
\left(R_{\rm flow}+R_{\rm tray}+\frac{R_{\rm film,0}}{y}
+\frac{R_{\rm surf,0}}{y^2}\right)dy .
\]

Integrating from 1 down to \(y\),

\[
t=\frac{m_0}{Mc_s}\Big[(R_{\rm flow}+R_{\rm tray})(1-y^3)
+\tfrac32R_{\rm film,0}(1-y^2)+3R_{\rm surf,0}(1-y)\Big].
\]

Half the mass is gone after 3.5 h of continuous flow, and nine-tenths after 8.1 h. At the starting rate, nine-tenths would have gone in \(9000/27.1=332\) min, or 5.5 h.

## Separating area from mass and pressure

Mass and area fall together for spheres, so their decline alone does not show which one matters. Flat grains separate them. Let a box with sides \(a,b,c\) recede by \(dh\) on every face, so each side shortens by \(2dh\). With \(S=ab+bc+ca\), the area is \(A=2S\), and

\[
dV=-2S\,dh=-A\,dh,\qquad dA=-8(a+b+c)\,dh .
\]

The area exponent is therefore

\[
\frac{d\ln A}{d\ln V}=\frac{8(a+b+c)V}{A^2}
=\frac{2abc(a+b+c)}{S^2}\le\frac23 .
\]

The bound holds because \(S^2\ge3abc(a+b+c)\). This is the inequality \((x+y+z)^2\ge3(xy+yz+zx)\) with \(x=ab\), \(y=bc\), \(z=ca\), and it follows from \((x-y)^2+(y-z)^2+(z-x)^2\ge0\). A cube reaches 2/3. For a thin plate, \(c\to0\), the exponent tends to zero: the plate loses thickness while its two large faces remain.

Now replace the spheres by plates of proportions 20:20:1, exposed on all faces, with the starting mass, starting area, temperature, vapour pressure and the other three resistances held fixed. Solving numerically for the recession that halves the volume leaves 0.91 of the area. The delivery ratio is 0.95, against 0.74 for spheres. The same mass has gone, at the same vapour pressure, but most of the drift has vanished. In this model the lost area causes it.

The second contrast keeps the spheres but sets \(\alpha=1\). Surface resistance falls ten-thousandfold, and the total is 5.1 ms/cm³, nearly all of it flow and tray. The area still falls to 0.63 at half mass, yet the delivery falls by less than 1%. A 5% loss comes when about 0.04% of the charge remains. That last figure is rough. Contact with the tray moves it to 0.06%. Heat must also reach each grain through a conductance proportional to \(r\). For a free sphere in nitrogen, with a thermal conductivity near 0.036 W/(m K), this acts like a resistance 2.6 times \(R_{\rm film}\), and including it moves the figure to roughly 0.1 to 0.3%, though the half-mass loss stays below 1%. The gas model itself also weakens. The length \(3D/\bar v\), with \(\bar v\) the mean molecular speed, is roughly how far a vapour molecule travels before it loses its direction. For a heavy molecule in light gas this takes many collisions, so the length exceeds the mean free path. It is 0.06 of the starting radius, but by then it is comparable with the radius, and the continuum film formula is no longer reliable.

So shrinking grains are a sufficient explanation of drift only where release from the surface, or diffusion around the separate grains, holds a good share of the resistance. A practical test is to change the carrier flow at fixed temperature and total pressure. If delivery rises in proportion to flow, \(R_{\rm flow}\) dominates and grain area has little influence. If it hardly responds, the limit lies in the solid, in the gas near it, or in a heat supply too weak to keep the solid at the heater's temperature. This test alone does not say which.

## Unequal grains drift more

Real powders have a spread of sizes. Under surface control all grains see nearly the same gas and recede at the same speed. For spheres, \(dA=-8\pi\sum r\,dh\) and \(dV=-4\pi\sum r^2\,dh\). With \(V=\frac{4\pi}{3}\sum r^3\) and \(A=4\pi\sum r^2\),

\[
\frac{d\ln A}{d\ln V}
=\frac{8\pi\sum r}{4\pi\sum r^2}\,\frac{V}{A}
=\frac23\,\frac{\langle r\rangle\langle r^3\rangle}{\langle r^2\rangle^2}
\ge\frac23 ,
\]

where the brackets are averages over grains and the last step is the Cauchy–Schwarz inequality. Small grains carry much area for little mass, and they vanish first. In a mixture of two well-separated sizes the drift exponent can therefore rise and then fall once the fine grains are gone; the steady rise shown earlier was for equal grains.

If \(\ln r\) has a normal distribution of width \(\sigma\), then \(\langle r^k\rangle\propto e^{k^2\sigma^2/2}\), apart from a factor \(r_{\rm med}^k\) that cancels. The starting exponent is \(\frac23e^{\sigma^2}\), because \((1+9)/2-4=1\). For \(\sigma=0.3\) it is 0.73. Following this population numerically to half mass, from the same starting area, gives a delivery ratio of 0.71 instead of 0.74.

## What the model leaves out

The vapour pressure is not perfectly fixed. Sublimation takes heat. Rough inputs of 105 kJ/mol for this heat and 0.4 W/K for the heat conductance between trays and heater give a starting cooling of 0.36 K. As delivery falls the solid warms again, which opposes the drift, but the half-mass ratio moves only from 0.741 to 0.745. At a vapour pressure of 1.4 Torr the cooling would be about 1 K and the ratio 0.752. Curvature raises the vapour pressure by the relative amount \(2\gamma M/(\rho rR_gT)\) when this is small. With a rough surface energy \(\gamma=0.1\) J/m², that is 0.004% at one-tenth mass.

The vapour also adds to the gas leaving the ampoule. Including it raises the starting delivery by less than 1% and leaves the half-mass ratio at 0.74; at 1.4 Torr these become 2% and 0.73. Mixing matters more. If gas instead passes over the grains without mixing along its path, its concentration obeys \(Q\,dc/ds=(c_s-c)/R_x\), where \(s\) runs from 0 to 1 along the path and \(R_x\) is the sum of the tray, film and surface resistances. The outlet concentration is \(c_s(1-e^{-R_{\rm flow}/R_x})\). With the grains kept equal along the path, the half-mass ratio becomes 0.71.

Pulsed operation can change the answer further. With a 300 cm³ headspace, the carrier needs \(300/209=1.4\) s to supply one headspace volume. If the ampoule is closed between pulses, its concentration recovers towards \(c_s\) with time constant \(VR_x\), where \(V\) is now the headspace volume. This is 2.4 s at the start and 3.7 s at half mass. The estimate neglects the 100 cm³ of gas in the still layer above the trays, which must also refill and lengthens both times by about 30%. After a rest much longer than this, a pulse much shorter than 1.4 s draws nearly saturated gas in either state, and the drift is largely hidden. Long pulses or short rests expose it.

For a real chloride ampoule, the value of \(\alpha\) matters greatly: going from \(10^{-4}\) to 1 moves the half-mass ratio from 0.74 to nearly 1. The thin layer is the other large assumption. Inside a deep bed the gas between grains can saturate, so the total grain area is not the area that feeds the carrier. Sintering, surface skins that change with time, and channels through the powder can also produce drift, and this model does not describe them.

Where the model does apply, heating can compensate. To first order the vapour pressure must rise by the lost factor, so with sublimation heat \(L\)

\[
\Delta T\simeq\frac{R_gT^2}{L}\ln\frac{1}{0.74}\approx4.8\ {\rm K}.
\]

Solving numerically, with the temperature dependence of carrier volume and molecular speed included and both \(D\) and \(\alpha\) held fixed, gives 4.9 K at half mass. If \(\alpha\) rises with temperature, as it may on a hindered surface, less heating is needed. The correction must grow as the charge empties, since a constant offset restores one point on a falling curve and does not make the curve flat.

All numerical values are calculated from the stated model.
